**Oxygen chemical potential at 1000 K: from 1 atm to 10⁻¹⁰ atm**

The program tests the ideal-gas law Δμ_O(T,p) = Δμ_O(T,p₀) + ½ k_B T ln(p/p₀), which takes the tabulated −1.10 eV at 1000 K and 1 atm to about −2.09 eV at 10⁻¹⁰ atm. Here Δμ_O is the chemical potential per oxygen atom relative to half the energy of an O₂ molecule at 0 K, p is the partial pressure of O₂, p₀ is the reference pressure, and k_B T is the thermal energy. The program asserts that the shift agrees with a numerical integration of the volume per molecule over pressure, and with the free-energy change on adding one molecule to the gas. Sums over translational, rotational and vibrational levels are compared with the closed partition functions. A PBE/def2-SVP calculation of triplet O₂ supplies the bond length and harmonic frequency for a separate estimate of the chemical potential. The output shows a shift of −0.9921 eV by all three routes. The estimate from the computed molecule is −1.099 eV at 1 atm and −2.091 eV at 10⁻¹⁰ atm, within the 0.005 eV rounding of the table entry.

## Numerical check

```python
"""
Result under test: at fixed temperature T the oxygen chemical potential per atom
in equilibrium with ideal O2 gas obeys
    dmu(T, p) = dmu(T, p0) + (1/2) kB T ln(p/p0),
so -1.10 eV at 1000 K and 1 atm becomes about -2.09 eV at 1e-10 atm.
Symbols: p = partial pressure of O2, p0 = reference pressure, kT = kB*T,
lam = thermal wavelength, B = rotational constant, omega = vibrational quantum.
Zero of dmu: half the energy of an O2 molecule at 0 K with zero-point energy,
without rotational energy. Internal work is in Hartree atomic units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import gammaln
from pyscf import gto, dft

hartree_joule = const.physical_constants["Hartree energy"][0]
bohr_metre = const.physical_constants["Bohr radius"][0]
EV = hartree_joule / const.e
ANG = bohr_metre * 1e10
AMU = const.physical_constants["atomic mass constant"][0] / const.m_e
ATM = const.atm / (hartree_joule / bohr_metre**3)

# Given data
T = 1000.0
mu_table = -1.10          # eV, at 1 atm
p_ratio = 1e-10
kT = const.k * T / hartree_joule
p_high, p_low = ATM, p_ratio * ATM

# Derived pressure law
shift = 0.5 * kT * np.log(p_ratio) * EV
mu_result = mu_table + shift

# Independent road 1: integrate the volume per molecule over pressure, by decades
edges = 10.0 ** np.arange(-10, 1)
work = sum(quad(lambda x: kT / (x * ATM) * ATM, a, b)[0]
           for a, b in zip(edges[:-1], edges[1:]))
shift_quad = -0.5 * work * EV
assert abs(shift_quad - shift) < 1e-7

# Ab initio bond length and frequency of triplet O2
distances = np.array([1.15, 1.18, 1.21, 1.24, 1.27])
energies = []
density = None
for d in distances:
    mol = gto.M(atom=[["O", (0, 0, 0)], ["O", (0, 0, d)]], unit="Angstrom",
                basis="def2-svp", spin=2, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "pbe"
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    energies.append(mf.kernel(dm0=density))
    assert mf.converged
    density = mf.make_rdm1()
spin_squared = mf.spin_square()[0]
assert abs(spin_squared - 2.0) < 0.05     # triplet, small spin contamination

centre = 1.21 / ANG
displacement = distances / ANG - centre
curve = np.poly1d(np.polyfit(displacement, np.array(energies) - energies[2], 4))
stationary = curve.deriv().roots
minima = [z.real for z in stationary if abs(z.imag) < 1e-9
          and displacement[0] < z.real < displacement[-1]
          and curve.deriv(2)(z.real) > 0]
assert len(minima) == 1
bond = centre + minima[0]
atom_mass = mol.atom_mass_list(isotope_avg=True)[0] * AMU
reduced_mass = atom_mass / 2
omega = np.sqrt(curve.deriv(2)(minima[0]) / reduced_mass)
B = 1 / (2 * reduced_mass * bond**2)

# Closed partition functions
lam = np.sqrt(2 * np.pi / (2 * atom_mass * kT))
q_rot = kT / (2 * B)
q_vib = 1 / (1 - np.exp(-omega / kT))
q_el = 3.0
q_internal = q_rot * q_vib * q_el

# Level sums against the closed forms
odd = np.arange(1, 401, 2)
rot_sum = np.sum((2 * odd + 1) * np.exp(-B * odd * (odd + 1) / kT))
assert abs(rot_sum / q_rot - 1) < 2e-3    # high-temperature limit, error of order B/kT
vib_sum = np.sum(np.exp(-np.arange(200) * omega / kT))
assert abs(vib_sum / q_vib - 1) < 1e-10


def box_sum(length):
    """Sum over the levels of one O2 molecule in a one-dimensional box."""
    n = np.arange(1, 500001)
    level = (np.pi * n / length) ** 2 / (2 * 2 * atom_mass)
    return np.sum(np.exp(-level / kT))


box = 1e5 * lam
assert abs(box_sum(box) * lam / box - 1) < 2e-5   # edge correction lam/(2*box)
# Pressure from -dF/dV with V = box**3: p*V/(N*kT) must be 1
step = 1e-3
ln_q_change = 3 * (np.log(box_sum(box * (1 + step)))
                   - np.log(box_sum(box * (1 - step))))
ln_v_change = 3 * (np.log(1 + step) - np.log(1 - step))
gas_factor = ln_q_change / ln_v_change
assert abs(gas_factor - 1) < 1e-4


def free_energy(n_molecules, volume):
    """Helmholtz energy of n identical molecules."""
    q = volume / lam**3 * q_internal
    return -kT * (n_molecules * np.log(q) - gammaln(n_molecules + 1))


def mu_added_molecule(pressure):
    """Energy per atom for adding one molecule (two atoms) at fixed volume."""
    n = 1e6
    volume = n * kT / pressure
    return (free_energy(n + 1, volume) - free_energy(n, volume)) / 2 * EV


# Independent road 2: finite difference of the free energy in particle number
mu_gas_high = mu_added_molecule(p_high)
mu_gas_low = mu_added_molecule(p_low)
assert abs((mu_gas_low - mu_gas_high) - shift) < 1e-6
closed_high = -0.5 * kT * np.log(kT / (p_high * lam**3) * q_internal) * EV
assert abs(closed_high - mu_gas_high) < 1e-6

# The given table value and the stated result against the ab initio gas
assert abs(mu_gas_high - mu_table) < 0.005        # half a unit of the last digit
assert abs(mu_gas_low - mu_result) < 0.005
assert abs(mu_result - (-2.09)) < 0.005

# Size of neglected effects and of common mistakes
diameter = 3.5 / ANG
virial_shift = 0.5 * (2 * np.pi / 3) * diameter**3 * p_high * EV
bar_shift = 0.5 * kT * np.log(const.atm / const.bar) * EV
assert virial_shift < 1e-3 and bar_shift < 1e-3
no_half = mu_table + 2 * shift
decimal_log = mu_table + 0.5 * kT * EV * np.log10(p_ratio)

print(f"Temperature: {T:.0f} K")
print(f"Given chemical potential at 1 atm: {mu_table:.2f} eV")
print(f"Pressure ratio p/p0: {p_ratio:.0e}")
print(f"Boltzmann constant: {const.k / const.e:.6e} eV/K")
print(f"kB T: {kT * EV:.6f} eV")
print(f"ln(p/p0): {np.log(p_ratio):.5f}")
print(f"Shift per atom, formula: {shift:.5f} eV")
print(f"Shift per atom, quadrature of v dp: {shift_quad:.5f} eV")
print(f"Shift per atom, added molecule: {mu_gas_low - mu_gas_high:.5f} eV")
print(f"Shift per decade of pressure: {shift / 10:.5f} eV")
print(f"RESULT at 1e-10 atm: {mu_result:.4f} eV")
print(f"RESULT in atomic units: {mu_result / EV:.5f} hartree")
print(f"Range from table rounding: {mu_result - 0.005:.4f} to "
      f"{mu_result + 0.005:.4f} eV")
print("Ab initio O2 gas, UKS PBE/def2-SVP:")
print(f"  bond length: {bond * ANG:.4f} angstrom")
print(f"  vibrational quantum: {omega * EV:.4f} eV")
print(f"  rotational constant B: {B * EV:.3e} eV")
print(f"  spin expectation <S^2>: {spin_squared:.4f}")
print(f"  thermal wavelength: {lam * ANG:.5f} angstrom")
print(f"  kT/(p lam^3) at 1 atm: {kT / (p_high * lam**3):.4e}")
print(f"  kT/(p lam^3) at 1e-10 atm: {kT / (p_low * lam**3):.4e}")
print(f"  q_rot closed: {q_rot:.2f}, odd-level sum: {rot_sum:.2f}")
print(f"  q_vib: {q_vib:.4f}")
print(f"  q_el: {q_el:.0f}")
print(f"  chemical potential at 1 atm: {mu_gas_high:.4f} eV")
print(f"  chemical potential at 1e-10 atm: {mu_gas_low:.4f} eV")
print(f"Box-level check of pV/(N kT): {gas_factor:.6f}")
print(f"Hard-sphere diameter chosen: {diameter * ANG:.1f} angstrom")
print(f"Hard-sphere correction at 1 atm: {virial_shift:.1e} eV")
print(f"Change if reference were 1 bar: {bar_shift:.1e} eV")
print(f"Wrong value without factor 1/2: {no_half:.3f} eV")
print(f"Wrong value with decimal log: {decimal_log:.3f} eV")
print("no test failed")
```

It prints:

```
Temperature: 1000 K
Given chemical potential at 1 atm: -1.10 eV
Pressure ratio p/p0: 1e-10
Boltzmann constant: 8.617333e-05 eV/K
kB T: 0.086173 eV
ln(p/p0): -23.02585
Shift per atom, formula: -0.99211 eV
Shift per atom, quadrature of v dp: -0.99211 eV
Shift per atom, added molecule: -0.99211 eV
Shift per decade of pressure: -0.09921 eV
RESULT at 1e-10 atm: -2.0921 eV
RESULT in atomic units: -0.07688 hartree
Range from table rounding: -2.0971 to -2.0871 eV
Ab initio O2 gas, UKS PBE/def2-SVP:
  bond length: 1.2136 angstrom
  vibrational quantum: 0.1996 eV
  rotational constant B: 1.774e-04 eV
  spin expectation <S^2>: 2.0032
  thermal wavelength: 0.09760 angstrom
  kT/(p lam^3) at 1 atm: 1.4657e+08
  kT/(p lam^3) at 1e-10 atm: 1.4657e+18
  q_rot closed: 242.89, odd-level sum: 243.06
  q_vib: 1.1094
  q_el: 3
  chemical potential at 1 atm: -1.0986 eV
  chemical potential at 1e-10 atm: -2.0907 eV
Box-level check of pV/(N kT): 1.000005
Hard-sphere diameter chosen: 3.5 angstrom
Hard-sphere correction at 1 atm: 2.8e-05 eV
Change if reference were 1 bar: 5.7e-04 eV
Wrong value without factor 1/2: -3.084 eV
Wrong value with decimal log: -1.531 eV
no test failed
```
